# The ratio N_A e S/(γT): free electrons, scattering and carrier number: verification in Python

```python
"""
Result under test: for electrons in a parabolic band with tau ~ E**r and
x carriers per formula unit, the low-temperature ratio
    q = N_A e S / (gamma T) = -(1 + 2 r / 3) / x,
S = Seebeck coefficient, gamma = molar electronic heat-capacity coefficient.
For r = 0, -e S is also tested to be the entropy per carrier at every T.
Atomic units with k_B = 1 inside: T is an energy, S is in units of k_B/e.
Symbols: n density, m band mass, mu chemical potential, e_f Fermi energy.
S, the heat capacity and the entropy come from integrals over wave number k.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_ANG = const.physical_constants["Bohr radius"][0] * 1e10

# Composite Gauss-Legendre rule on (0, 1)
PANELS = 400
gx, gw = np.polynomial.legendre.leggauss(12)
NODES = ((np.arange(PANELS)[:, None] + 0.5 * (gx + 1)) / PANELS).ravel()
WEIGHTS = np.tile(0.5 * gw / PANELS, PANELS)


def fermi_energy(n, m):
    return (3 * np.pi**2 * n) ** (2 / 3) / (2 * m)


def states(mu, T, m):
    """Wave numbers, weights of states (spin included), energies, (E-mu)/T."""
    k_max = np.sqrt(2 * m * (mu + 40 * T))
    k = k_max * NODES
    weight = k_max * WEIGHTS * k**2 / np.pi**2
    energy = k**2 / (2 * m)
    return k, weight, energy, (energy - mu) / T


def chemical_potential(n, T, m):
    def excess(mu):
        _, weight, _, z = states(mu, T, m)
        return np.sum(weight * expit(-z)) / n - 1
    return brentq(excess, -20 * T, 1.1 * fermi_energy(n, m),
                  xtol=1e-16, rtol=1e-15)


def transport(n, T, m, r):
    """Seebeck coefficient and conductivity, tau = (E/e_f)**r."""
    mu = chemical_potential(n, T, m)
    k, weight, energy, z = states(mu, T, m)
    tau = (energy / fermi_energy(n, m)) ** r
    kernel = weight * (k / m) ** 2 / 3 * tau * expit(z) * expit(-z) / T
    conductivity = np.sum(kernel)
    return -np.sum(kernel * z) / conductivity, conductivity


def energy_density(n, T, m):
    _, weight, energy, z = states(chemical_potential(n, T, m), T, m)
    return np.sum(weight * energy * expit(-z))


def entropy_per_carrier(n, T, m):
    """Sum of -f ln f - (1-f) ln(1-f), written without cancellation."""
    _, weight, _, z = states(chemical_potential(n, T, m), T, m)
    a = np.abs(z)
    return np.sum(weight * (np.log1p(np.exp(-a)) + a * expit(-a))) / n


def heat_capacity(n, T, m):
    return (energy_density(n, 1.1 * T, m)
            - energy_density(n, 0.9 * T, m)) / (0.2 * T)


def zero_temperature_slope(function, e_f):
    """Limit of function(T)/T, with the T**2 correction extrapolated away."""
    T = 0.01 * e_f
    return (4 * function(T / 2) / (T / 2) - function(T) / T) / 3


def low_t_values(x, volume, m, r):
    """S/T, heat-capacity coefficient per formula unit, and q."""
    n = x / volume
    e_f = fermi_energy(n, m)
    s_slope = zero_temperature_slope(lambda T: transport(n, T, m, r)[0], e_f)
    gamma = volume * zero_temperature_slope(
        lambda T: heat_capacity(n, T, m), e_f)
    return s_slope, gamma, s_slope / gamma


volume_ang = 64.0
kT_ev = 0.01
volume = volume_ang / BOHR_ANG**3
T = kT_ev / HARTREE_EV

# Low-temperature laws; tolerance covers the remaining (T/T_F)**4 terms
for m in (1.0, 3.0):
    for x in (0.1, 1.0, 2.0):
        e_f = fermi_energy(x / volume, m)
        for r in (-2.0, -0.5, 0.0, 1.5):
            s_slope, gamma, q = low_t_values(x, volume, m, r)
            s_law = -np.pi**2 / 3 * (1.5 + r) / e_f
            gamma_law = np.pi**2 * x / (2 * e_f)
            q_law = -(1 + 2 * r / 3) / x
            assert abs(s_slope / s_law - 1) < 2e-5
            assert abs(gamma / gamma_law - 1) < 2e-5
            assert abs(q / q_law - 1) < 2e-5

# The leading term vanishes at r = -3/2
assert abs(low_t_values(1.0, volume, 1.0, -1.5)[2]) < 1e-5

print("Model: formula-unit volume = %.1f angstrom^3" % volume_ang)
print("Band mass = 1 electron mass; k_B T = %.3f eV" % kT_ev)
print("Constant tau, at this temperature (gamma from the T -> 0 limit):")
for x in (0.1, 1.0, 2.0):
    n = x / volume
    e_f = fermi_energy(n, 1.0)
    gamma = low_t_values(x, volume, 1.0, 0.0)[1]
    seebeck = transport(n, T, 1.0, 0.0)[0]
    q = seebeck / (gamma * T)
    print("x = %.1f carriers per formula unit" % x)
    print("  density = %.6f angstrom^-3" % (n / BOHR_ANG**3))
    print("  E_F = %.4f eV, T/T_F = %.5f" % (e_f * HARTREE_EV, T / e_f))
    print("  gamma per formula unit = %.4f k_B^2/eV" % (gamma / HARTREE_EV))
    print("  S = %.6f k_B/e" % seebeck)
    print("  q = %.5f (dimensionless)" % q)
    # Second-order estimate; neglected terms are of order (T/T_F)**4
    estimate = -(1 - np.pi**2 / 10 * (T / e_f) ** 2) / x
    assert abs(q / estimate - 1) < 3e-5
    if x == 1.0:
        s_si = seebeck * const.k / const.e
        gamma_si = gamma / HARTREE_EV / const.e * const.k**2 * const.N_A
        kelvin = kT_ev * const.e / const.k
        q_si = const.N_A * const.e * s_si / (gamma_si * kelvin)
        assert abs(q_si / q - 1) < 1e-8

print("Main case x = 1, r = 0, converted:")
print("  T = %.2f K" % kelvin)
print("  S = %.4f microvolt/K" % (s_si * 1e6))
print("  gamma = %.4f mJ/(mol K^2)" % (gamma_si * 1e3))
print("  q from SI values = %.5f (dimensionless)" % q_si)

print("Low-temperature limit of q (dimensionless):")
for x in (0.1, 1.0, 2.0):
    row = [low_t_values(x, volume, 1.0, r)[2] for r in (-0.5, 0.0, 1.5)]
    print("  x = %.1f: r=-1/2 %.4f, r=0 %.4f, r=3/2 %.4f" % (x, *row))
print("  x = 1.0: r=-2 %.4f" % low_t_values(1.0, volume, 1.0, -2.0)[2])

# Entropy identity for constant tau, from degenerate to nondegenerate gas
n = 1.0 / volume
e_f = fermi_energy(n, 1.0)
print("Entropy per carrier (k_B) and -S (k_B/e), x = 1:")
for t in (0.01, 0.3, 2.0):
    entropy = entropy_per_carrier(n, t * e_f, 1.0)
    s_tau, conductivity = transport(n, t * e_f, 1.0, 0.0)
    s_path = transport(n, t * e_f, 1.0, -0.5)[0]
    assert abs(-s_tau / entropy - 1) < 1e-9
    assert abs(conductivity / n - 1) < 1e-9
    assert abs(-s_path / entropy - 1) > 0.05
    print("  T/T_F = %.2f: entropy %.5f" % (t, entropy))
    print("    -S: constant tau %.5f, constant path %.5f" % (-s_tau, -s_path))

# Coefficient of the (T/T_F)**2 correction for constant tau
t = 0.01
coefficient = (1 + transport(n, t * e_f, 1.0, 0.0)[0]
               / (np.pi**2 / 2 * t)) / t**2
assert abs(coefficient / (np.pi**2 / 10) - 1) < 0.01
print("Correction coefficient: numerical %.4f, pi^2/10 = %.4f"
      % (coefficient, np.pi**2 / 10))

print("PASS")
```

Output:

```
Model: formula-unit volume = 64.0 angstrom^3
Band mass = 1 electron mass; k_B T = 0.010 eV
Constant tau, at this temperature (gamma from the T -> 0 limit):
x = 0.1 carriers per formula unit
  density = 0.001563 angstrom^-3
  E_F = 0.4910 eV, T/T_F = 0.02037
  gamma per formula unit = 1.0050 k_B^2/eV
  S = -0.100463 k_B/e
  q = -9.99590 (dimensionless)
x = 1.0 carriers per formula unit
  density = 0.015625 angstrom^-3
  E_F = 2.2790 eV, T/T_F = 0.00439
  gamma per formula unit = 2.1653 k_B^2/eV
  S = -0.021653 k_B/e
  q = -0.99998 (dimensionless)
x = 2.0 carriers per formula unit
  density = 0.031250 angstrom^-3
  E_F = 3.6177 eV, T/T_F = 0.00276
  gamma per formula unit = 2.7281 k_B^2/eV
  S = -0.013640 k_B/e
  q = -0.50000 (dimensionless)
Main case x = 1, r = 0, converted:
  T = 116.05 K
  S = -1.8659 microvolt/K
  gamma = 1.5514 mJ/(mol K^2)
  q from SI values = -0.99998 (dimensionless)
Low-temperature limit of q (dimensionless):
  x = 0.1: r=-1/2 -6.6667, r=0 -10.0000, r=3/2 -20.0000
  x = 1.0: r=-1/2 -0.6667, r=0 -1.0000, r=3/2 -2.0000
  x = 2.0: r=-1/2 -0.3333, r=0 -0.5000, r=3/2 -1.0000
  x = 1.0: r=-2 0.3333
Entropy per carrier (k_B) and -S (k_B/e), x = 1:
  T/T_F = 0.01: entropy 0.04934
    -S: constant tau 0.04934, constant path 0.03290
  T/T_F = 0.30: entropy 1.32493
    -S: constant tau 1.32493, constant path 0.98705
  T/T_F = 2.00: entropy 3.84768
    -S: constant tau 3.84768, constant path 3.36249
Correction coefficient: numerical 0.9874, pi^2/10 = 0.9870
PASS
```
